# Mobile and frozen dopants at a charged grain boundary: verification in Python

```python
"""Space charge at a positively charged planar boundary.

Result under test: carriers (+z) and dopants (-z) have bulk density n.
With L = sqrt(eps T / (8 pi z^2 n)) in atomic units and u = z phi / T:
  mobile dopants: tanh(u/4) = tanh(u0/4) exp(-x/L),
                  carrier depletion width 2 L (1 - exp(-u0/2));
  frozen dopants: depletion width 2 L sqrt(u0 - 1 + exp(-u0)), tending to
                  the Mott-Schottky width w = sqrt(eps phi0/(2 pi z n)),
                  with an exponential tail of length sqrt(2) L.
T is the thermal energy, phi the potential, phi0 and u0 its wall values,
and eps the relative permittivity. A depletion width is the integral
of (1 - carrier density / n) over one side of the boundary.
The numerical side solves Poisson's equation directly from the densities.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_bvp, simpson

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_A = sc.physical_constants["Bohr radius"][0] / sc.angstrom
# e / epsilon_0 expressed in volt angstrom
POISSON_VA = sc.e / sc.epsilon_0 / sc.angstrom

eps = 100.0            # relative permittivity
density = 1.0e-6       # bulk density of each species, 1/angstrom^3
kT = 0.1               # thermal energy, eV
phi0 = 0.6             # wall potential, V
site_volume = 64.0     # volume per dopant site, angstrom^3


def screening_length(thermal, z):
    """L from the atomic-unit formula, returned in angstrom."""
    n_au = density * BOHR_A**3
    return BOHR_A * np.sqrt(eps * thermal / HARTREE_EV
                            / (8 * np.pi * z**2 * n_au))


def schottky_width(potential, z):
    """w from the atomic-unit formula, returned in angstrom."""
    n_au = density * BOHR_A**3
    return BOHR_A * np.sqrt(eps * potential / HARTREE_EV
                            / (2 * np.pi * z * n_au))


def solve_layer(frozen, thermal, z, length, wall_phi=None, wall_slope=None):
    """Solve Poisson's equation; return x, phi (V) and dphi/dx (V/angstrom).

    Either the wall potential or the wall slope is prescribed.
    The wall value is raised in stages so that Newton's method converges.
    """
    ref = 100.0        # length unit of the solver, angstrom

    def rhs(s, y):
        carriers = density * np.exp(-z * y[0])
        if frozen:
            dopants = density * np.ones_like(y[0])
        else:
            dopants = density * np.exp(z * y[0])
        charge = z * (carriers - dopants)
        return np.vstack([y[1],
                          -POISSON_VA * charge / eps * ref**2 / thermal])

    if wall_phi is not None:
        component, target = 0, wall_phi / thermal
    else:
        component, target = 1, wall_slope * ref / thermal
    mesh = np.linspace(0, length / ref, 300)
    guess = np.zeros((2, mesh.size))
    stages = 12
    for stage in range(1, stages + 1):
        value = target * stage / stages

        def ends(ya, yb, value=value):
            return np.array([ya[component] - value, yb[0]])

        tol = 1e-8 if stage == stages else 1e-3
        sol = solve_bvp(rhs, ends, mesh, guess, tol=tol, max_nodes=50000)
        assert sol.status == 0, sol.message
        mesh, guess = sol.x, sol.y
    x = np.linspace(0, length, 100001)
    y = sol.sol(x / ref)
    return x, y[0] * thermal, y[1] * thermal / ref


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b)


def g(u):
    return u - 1 + np.exp(-u)


def tail_length(x, phi, start, stop):
    a, b = np.interp([start, stop], x, phi)
    return (stop - start) / np.log(a / b)


# Main comparison at equal wall potential, z = 1
L = screening_length(kT, 1)
w = schottky_width(phi0, 1)
u0 = phi0 / kT
length = w + 20 * L
x, phi_m, slope_m = solve_layer(False, kT, 1, length, wall_phi=phi0)
_, phi_f, slope_f = solve_layer(True, kT, 1, length, wall_phi=phi0)
u_m, u_f = phi_m / kT, phi_f / kT

# Mobile dopants: whole profile, and both integrated widths
u_formula = 4 * np.arctanh(np.tanh(u0 / 4) * np.exp(-x / L))
assert np.max(np.abs(u_m - u_formula)) < 1e-5
W_m = simpson(1 - np.exp(-u_m), x=x)
excess_m = simpson(np.exp(u_m) - 1, x=x)
close(W_m, 2 * L * (1 - np.exp(-u0 / 2)), 1e-5)
close(excess_m, 2 * L * (np.exp(u0 / 2) - 1), 1e-5)

# Frozen dopants: integrated width
W_f = simpson(1 - np.exp(-u_f), x=x)
close(W_f, 2 * L * np.sqrt(g(u0)), 1e-5)

# Wall slopes from the first integrals
close(-slope_m[0], 2 * kT / L * np.sinh(u0 / 2), 1e-5)
close(-slope_f[0], kT / L * np.sqrt(g(u0)), 1e-5)

# Tails: the small remaining nonlinearity sets the tolerance
tail_m = tail_length(x, phi_m, 8 * L, 10 * L)
tail_f = tail_length(x, phi_f, w + 8 * L, w + 10 * L)
close(tail_m, L, 2e-3)
close(tail_f, np.sqrt(2) * L, 2e-3)

# Distances at which the carriers recover half their bulk density
half_m = np.interp(-np.log(2), -u_m, x)
half_f = np.interp(-np.log(2), -u_f, x)
close(half_m, L * np.log(np.tanh(u0 / 4) / np.tanh(np.log(2) / 4)), 1e-4)

# Colder frozen layer: same Mott-Schottky width, smaller error
kT_cold = kT / 4
_, phi_c, _ = solve_layer(True, kT_cold, 1, length, wall_phi=phi0)
W_c = simpson(1 - np.exp(-phi_c / kT_cold), x=x)
close(W_c, 2 * screening_length(kT_cold, 1)
      * np.sqrt(g(phi0 / kT_cold)), 1e-5)
assert abs(W_c / w - 1) < abs(W_f / w - 1) / 3
parabola = phi0 * np.clip(1 - x / w, 0, None)**2
errors = []
for phi, thermal in ((phi_f, kT), (phi_c, kT_cold)):
    deviation = phi - parabola
    assert deviation.min() > -1e-6 * phi0
    assert deviation.max() < thermal
    errors.append(deviation.max())
assert errors[1] < errors[0] / 2.5

# Doubly charged species: tests every factor of z
L2, w2, phi2 = screening_length(kT, 2), schottky_width(phi0 / 2, 2), phi0 / 2
u2 = 2 * phi2 / kT
close(w2, 2 * L2 * np.sqrt(u2), 1e-8)
for frozen, expected in ((False, 2 * L2 * (1 - np.exp(-u2 / 2))),
                         (True, 2 * L2 * np.sqrt(g(u2)))):
    x2, p2, _ = solve_layer(frozen, kT, 2, w2 + 20 * L2, wall_phi=phi2)
    close(simpson(1 - np.exp(-2 * p2 / kT), x=x2), expected, 1e-5)

# Equal core charge: mobile dopants with the wall field of the frozen layer
_, phi_q, _ = solve_layer(False, kT, 1, length, wall_slope=slope_f[0])
close(phi_q[0], 2 * kT * np.arcsinh(np.sqrt(g(u0)) / 2), 1e-5)
assert phi_q[0] < phi0

# Core charge balances the charge on both sides
core_m = 2 * density * (W_m + excess_m)
core_f = 2 * density * W_f
close(core_m, -2 * eps * slope_m[0] / POISSON_VA, 1e-5)
close(core_f, -2 * eps * slope_f[0] / POISSON_VA, 1e-5)

# Conditions for the dilute mean-field description
bjerrum = POISSON_VA / (4 * np.pi * eps * kT)
site_fraction = density * np.exp(u0) * site_volume
assert bjerrum < 0.1 * L and site_fraction < 0.05

print(f"relative permittivity: {eps:.0f}")
print(f"thermal energy: {kT:.3f} eV")
print(f"bulk density of each species: {density:.1e} 1/A^3")
print(f"wall potential energy (z=1): {phi0:.2f} eV")
print(f"reduced wall potential u0: {u0:.2f}")
print(f"volume per dopant site: {site_volume:.0f} A^3")
print(f"Coulomb length 1/(eps T): {bjerrum:.3f} A")
print(f"mean spacing n^(-1/3): {density**(-1/3):.1f} A")
print(f"mobile: dopant site fraction at wall: {site_fraction:.4f}")
print(f"screening length L: {L:.2f} A = {L / BOHR_A:.1f} bohr")
print(f"Mott-Schottky width w: {w:.2f} A = {w / BOHR_A:.1f} bohr")
print(f"ratio w/L: {w / L:.3f}")
print(f"mobile: carrier depletion width: {W_m:.2f} A")
print(f"mobile: upper limit 2L: {2 * L:.2f} A")
print(f"mobile: dopant excess width: {excess_m:.1f} A")
print(f"frozen: carrier depletion width: {W_f:.2f} A")
print(f"ratio of depletion widths frozen/mobile: {W_f / W_m:.3f}")
print(f"mobile: half-density distance: {half_m:.1f} A")
print(f"frozen: half-density distance: {half_f:.1f} A")
print(f"mobile: fitted tail length: {tail_m:.2f} A")
print(f"frozen: fitted tail length: {tail_f:.2f} A")
print(f"frozen: predicted tail sqrt(2)L: {np.sqrt(2) * L:.2f} A")
print(f"mobile: wall slope of energy: {slope_m[0]:.6f} eV/A")
print(f"frozen: wall slope of energy: {slope_f[0]:.6f} eV/A")
print(f"mobile: core charge: {core_m:.3e} e/A^2")
print(f"frozen: core charge: {core_f:.3e} e/A^2")
print(f"mobile at frozen core charge: barrier {phi_q[0]:.4f} eV")
print("profile: x (A), mobile (eV), frozen (eV), parabola (eV)")
for point in (0, 50, 100, 200, 400, 600, 800, 1000, 1200):
    row = [np.interp(point, x, f) for f in (phi_m, phi_f, parabola)]
    print(f"  {point:5d}  {row[0]:.5f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"largest parabola error, T={kT:.3f} eV: {errors[0]:.4f} eV")
print(f"cold thermal energy: {kT_cold:.3f} eV")
print(f"cold L: {screening_length(kT_cold, 1):.2f} A")
print(f"cold frozen depletion width: {W_c:.2f} A")
print(f"largest parabola error, cold: {errors[1]:.4f} eV")
print(f"frozen width / w: {W_f / w:.4f}; cold: {W_c / w:.4f}")
print("every check passed")
```

Printed output:

```
relative permittivity: 100
thermal energy: 0.100 eV
bulk density of each species: 1.0e-06 1/A^3
wall potential energy (z=1): 0.60 eV
reduced wall potential u0: 6.00
volume per dopant site: 64 A^3
Coulomb length 1/(eps T): 1.440 A
mean spacing n^(-1/3): 100.0 A
mobile: dopant site fraction at wall: 0.0258
screening length L: 166.23 A = 314.1 bohr
Mott-Schottky width w: 814.35 A = 1538.9 bohr
ratio w/L: 4.899
mobile: carrier depletion width: 315.90 A
mobile: upper limit 2L: 332.46 A
mobile: dopant excess width: 6345.1 A
frozen: carrier depletion width: 743.58 A
ratio of depletion widths frozen/mobile: 2.354
mobile: half-density distance: 276.5 A
frozen: half-density distance: 705.6 A
mobile: fitted tail length: 166.23 A
frozen: fitted tail length: 235.12 A
frozen: predicted tail sqrt(2)L: 235.08 A
mobile: wall slope of energy: -0.012053 eV/A
frozen: wall slope of energy: -0.001346 eV/A
mobile: core charge: 1.332e-02 e/A^2
frozen: core charge: 1.487e-03 e/A^2
mobile at frozen core charge: barrier 0.1925 eV
profile: x (A), mobile (eV), frozen (eV), parabola (eV)
      0  0.60000  0.60000  0.60000
     50  0.32431  0.53498  0.52858
    100  0.21758  0.47446  0.46169
    200  0.11151  0.36684  0.34148
    400  0.03271  0.20372  0.15533
    600  0.00980  0.10275  0.04157
    800  0.00294  0.04806  0.00019
   1000  0.00088  0.02146  0.00000
   1200  0.00027  0.00935  0.00000
largest parabola error, T=0.100 eV: 0.0613 eV
cold thermal energy: 0.025 eV
cold L: 83.11 A
cold frozen depletion width: 797.20 A
largest parabola error, cold: 0.0191 eV
frozen width / w: 0.9131; cold: 0.9789
every check passed
```
